# Quadratic Strain from Reversible 180-Degree Domain Walls in a Ferroelectric

## Definitions and conventions

A ferroelectric is divided into domains with spontaneous polarization \(+P_s\) ("up") and \(-P_s\) ("down") along \(z\). The walls between them contain the \(z\) axis, and the applied field \(E\) lies along \(z\). Let \(f\) be the volume fraction of up domains and

\[
\xi = f-(1-f)=2f-1 .
\]

Strain \(\Delta S\) is the change of the \(zz\) strain from the zero-field state, with extension positive. Tensile stress is positive. A single domain free of stress has permittivity \(\varepsilon\) and piezoelectric coefficient \(d\), so its strain is

\[
\Delta S_{\rm up}=+dE,\qquad \Delta S_{\rm down}=-dE .
\]

The signs are opposite because inversion turns an up domain into a down domain: it reverses polarization and field but leaves strain unchanged.

The fractions are equal at zero field, so \(\xi(0)=0\). They cannot remain equal in the field if the walls are to contribute. "Reversible" means here that each wall is held by a linear restoring force and follows the field without hysteresis; delayed motion is treated later.

## Simplest case: two domains that do not touch

Suppose first that the domains are separate columns and average their strains:

\[
\Delta S=f(dE)+(1-f)(-dE)=\xi\,dE. \tag{1}
\]

If the walls are frozen at \(f=1/2\), this is zero: the linear responses cancel. If the sample is all up, \(\xi=1\) and the ordinary response \(dE\) returns.

Now let the field change the balance in proportion to itself, \(\xi=\kappa E\). Then

\[
\boxed{\Delta S=d\kappa E^2.} \tag{2}
\]

One factor of \(E\) strains the domains and the other creates the imbalance that prevents cancellation. Reversing the field reverses both, so the strain keeps its sign. It remains to find \(\kappa\) and to let the domains touch.

## The wall displacement

Let every domain have width \(w\) at zero field. If a wall moves by \(u\) into a down domain, a volume \(u\) per unit wall area changes its polarization from \(-P_s\) to \(+P_s\). The field energy \(-PE\) changes by \(-2P_sEu\). With restoring energy \(ku^2/2\) per unit area, equilibrium requires

\[
\frac{d}{du}\left(\frac12ku^2-2P_sEu\right)=0
\quad\Rightarrow\quad u=\frac{2P_sE}{k}.
\]

Both walls of an up domain move outward, so its width becomes \(w+2u\), while a down domain shrinks to \(w-2u\). Therefore

\[
\xi=\frac{(w+2u)-(w-2u)}{2w}=\frac{2u}{w},\qquad
\kappa=\frac{4P_s}{kw}. \tag{3}
\]

There is one wall per length \(w\), so the restoring energy per unit volume is

\[
\frac{ku^2}{2w}=\frac{k}{2w}\left(\frac{\xi w}{2}\right)^2
=\frac12K\xi^2,\qquad K=\frac{kw}{4}.
\]

Hence \(\kappa=P_s/K\). The moving walls add polarization \(P_s\xi=P_s\kappa E\), which defines the wall permittivity

\[
\varepsilon_w=P_s\kappa=\frac{P_s^2}{K}.
\]

Equation (2) can now be written in terms of dielectric quantities:

\[
\Delta S=\frac{d\,\varepsilon_w}{P_s}E^2. \tag{4}
\]

For \(k\to\infty\) the walls freeze, \(\varepsilon_w\to0\), and the quadratic strain disappears, as it should.

## Domains in elastic contact

Touching domains cannot extend independently. Across a wall that contains \(z\), the \(zz\) strain must be continuous, although one domain tends to lengthen and the other to shorten. Internal stresses arise, and equation (1) needs a new justification.

In domain \(i\), with all tensor components understood,

\[
S_i=sT_i+e_i,\qquad e_{\rm up}=+dE,\quad e_{\rm down}=-dE,
\]

where \(s\) is the compliance at fixed field. Inversion leaves this fourth-rank tensor unchanged, so both domains have the same \(s\). The volume average is then

\[
\langle S\rangle=s\langle T\rangle+\langle e\rangle .
\]

For a body in equilibrium with free surfaces, \(\partial_kT_{ik}=0\), hence \(T_{ij}=\partial_k(x_jT_{ik})\). The volume integral of \(T_{ij}\) becomes a surface integral containing the traction \(T_{ik}n_k\), which is zero. So \(\langle T\rangle=0\), and

\[
\langle S\rangle=\langle e\rangle=\xi\,dE .
\]

The local strains have changed, but their mean has not.

Equal compliance matters. Suppose instead that the down domain were 1.5 times as stiff in every component. Zero mean in-plane stress would give, for the common strain \(S\) and free strains \(\pm e\),

\[
f(S-e)+1.5(1-f)(S+e)=0,
\qquad
\frac{S}{e}=\frac{f-1.5(1-f)}{f+1.5(1-f)} .
\]

At \(f=0.6\) this vanishes, whereas equal stiffness gives \(S/e=0.2\). The numerical output accordingly shows a ratio of zero between the two. At \(f=1/2\) the unequal pair would have \(S/e=-0.2\), a linear strain without any wall motion. Inversion symmetry excludes this for true 180-degree domains.

The misfit stresses also store energy and could alter the wall force. With equal fractions at zero field, inversion takes \(E\to-E\) and \(\xi\to-\xi\), so \(\xi(E)\) is odd. Corrections to \(\xi=\kappa E\) begin at \(E^3\), and their effect on strain begins at \(E^4\). For linear domains, equation (2) therefore stands at leading order.

## Two limits where the square law fails

If the sample starts with an imbalance \(\xi_0\), then \(\xi=\xi_0+\kappa E\) and

\[
\Delta S=\xi_0dE+d\kappa E^2 .
\]

The linear term exceeds the quadratic one in magnitude when \(|E|<|\xi_0|/\kappa\). Even a weakly poled sample therefore looks piezoelectric at low enough field.

At the other end, \(|\xi|\) cannot exceed one. If the walls could sweep the sample reversibly until \(\xi=\pm1\), the strain of linear domains would become \(d|E|\), still even but no longer quadratic. The linear wall law puts this crossover at \(|E|=1/\kappa\), which is an extrapolation: neighbouring walls would meet at that field, and the restoring force need not stay linear over such large displacements.

## Why it resembles electrostriction

Let the local strain be \(QP^2\), with \(Q\) the electrostriction coefficient. In an up domain, \(P=P_s+\varepsilon E\) gives

\[
QP^2=QP_s^2+2QP_s\varepsilon E+O(E^2),
\qquad d=2Q\varepsilon P_s .
\]

The domain's linear piezoelectricity is electrostriction biased by \(P_s\). Putting this \(d\) into (4) gives

\[
\Delta S_{\rm wall}=2Q\varepsilon\varepsilon_wE^2. \tag{5}
\]

The result contains the product of two permittivities, not \(\varepsilon_w^2\). Reversing a region from \(-P_s\) to \(+P_s\) leaves \(P^2\) unchanged; wall motion alone therefore gives no strain in this model. It produces strain because the field also induces a polarization \(\varepsilon E\) inside each domain, which increases \(|P|\) in up domains and decreases it in down domains.

## The domains' own quadratic strain

Real domains are linear only to first order. Their next term is also proportional to \(E^2\), so it must be compared with (5). As an estimate, take the quartic Landau energy

\[
F(P)=-\frac{\beta P_s^2}{2}P^2+\frac{\beta}{4}P^4,
\qquad F'(P)=\beta P(P^2-P_s^2).
\]

Since \(F''(P_s)=2\beta P_s^2=1/\varepsilon\), we have \(\beta=1/(2\varepsilon P_s^2)\).

The two domains have polarizations \(P_u,P_d\) and in-plane free strains that differ by \(\mathbf q D\), where \(D=P_u^2-P_d^2\) and \(\mathbf q=(Q_{31},Q_{33})\). Let \(\mathsf C\) be the inverse of the in-plane compliance matrix \(\mathsf s\) at fixed polarization. Continuity and zero mean stress give

\[
\mathsf s(\mathbf T_u-\mathbf T_d)=-\mathbf qD,\qquad
f\mathbf T_u+(1-f)\mathbf T_d=0,
\]

so \(\mathbf T_u=-(1-f)\mathsf C\mathbf qD\) and \(\mathbf T_d=f\mathsf C\mathbf qD\). The elastic energy is

\[
\frac12\left[f(1-f)^2+(1-f)f^2\right]cD^2
=\frac12f(1-f)cD^2,\qquad c=\mathbf q^{\rm T}\mathsf C\mathbf q .
\]

Adding \(fF(P_u)+(1-f)F(P_d)-E\langle P\rangle\) and making the sum stationary with respect to each polarization gives

\[
F'(P_u)+2(1-f)cDP_u=E,\qquad
F'(P_d)-2fcDP_d=E. \tag{6}
\]

Divide the first equation by \(P_u\) and multiply by \(f\); divide the second by \(P_d\) and multiply by \(1-f\). On addition the terms in \(c\) cancel:

\[
\beta\left(\langle P^2\rangle-P_s^2\right)=E\left\langle\frac1P\right\rangle. \tag{7}
\]

Only the first-order polarizations are now needed. Write \(P_u=P_s+a\) and \(P_d=-P_s+b\). At \(f=1/2\), to first order, \(D=2P_s(a+b)\), and (6) becomes

\[
\frac a\varepsilon+cP_sD=E,\qquad \frac b\varepsilon+cP_sD=E .
\]

Thus \(a=b\), \(D=4P_sa\), and

\[
a=\varepsilon_LE,\qquad
\varepsilon_L=\frac{\varepsilon}{1+4c\varepsilon P_s^2}. \tag{8}
\]

Here \(\varepsilon_L\) is the permittivity of joined domains with frozen walls. To first order,

\[
\left\langle\frac1P\right\rangle
=\frac{\xi}{P_s}-\frac{fa+(1-f)b}{P_s^2}
=\frac{\xi}{P_s}-\frac{\varepsilon_LE}{P_s^2}.
\]

Because the mean stress is zero, the mean strain change is \(Q(\langle P^2\rangle-P_s^2)\). Using (7), \(1/\beta=2\varepsilon P_s^2\) and \(\xi=\varepsilon_wE/P_s\),

\[
\boxed{\Delta S=ME^2,\qquad M=2Q\varepsilon(\varepsilon_w-\varepsilon_L).} \tag{9}
\]

The wall term is the one already found. The domain term is negative for \(Q>0\). The limit \(c=0\) shows why. A single up domain then has, to second order,

\[
P=P_s+\varepsilon E-\frac{3\varepsilon^2}{2P_s}E^2,
\]

where the last term follows from \(F'''(P_s)=6\beta P_s=3/(\varepsilon P_s)\). The \(E^2\) part of \(QP^2\) is \(Q(\varepsilon^2-3\varepsilon^2)=-2Q\varepsilon^2\), in agreement with (9). The falling susceptibility outweighs the positive square of the induced polarization.

The mean polarization is \(\langle P\rangle=(\varepsilon_w+\varepsilon_L)E\). Someone who measured only mean polarization and strain would infer

\[
Q_{\rm app}=\frac{\Delta S}{\langle P\rangle^2}
=\frac{2Q\varepsilon(\varepsilon_w-\varepsilon_L)}{(\varepsilon_w+\varepsilon_L)^2}. \tag{10}
\]

This is not the material constant \(Q\). For \(\varepsilon_w\gg\varepsilon,\varepsilon_L\) it tends to \(2Q\varepsilon/\varepsilon_w\), which is small because most of the polarization comes from reversal that leaves \(P^2\) unchanged.

## The converse effect

Electrostriction also makes permittivity depend on stress. The wall mechanism does the same. Apply a uniform stress \(T\) along \(z\) and assume that \(K\) does not depend on it. To leading order in \(E\), the part of the free energy that contains \(\xi\) is

\[
G=\frac12K\xi^2-\xi P_sE-\xi dET .
\]

Its minimum is at \(\xi=(P_s+dT)E/K\). The wall polarization is

\[
-\frac{\partial G}{\partial E}=\xi(P_s+dT)=\frac{(P_s+dT)^2}{K}E .
\]

Hence

\[
\frac12\left.\frac{\partial\varepsilon_w}{\partial T}\right|_{T=0}
=\frac{dP_s}{K}=d\kappa ,
\]

the coefficient in (2). The static imitation covers both the direct and the converse effect. If stress also changes the pinning, \(K\) depends on \(T\) and both effects acquire a further term.

## Walls that respond late

Let the walls obey \(\tau\dot\xi=\kappa E-\xi\), while the domains respond at once. I keep the wall term alone. For \(E=E_0\cos\omega t\), the steady solution is

\[
\xi=\kappa E_0\cos\delta\,\cos(\omega t-\delta),\qquad \tan\delta=\omega\tau .
\]

Multiplication by \(dE\), with the product rule for cosines, gives

\[
\Delta S=\frac12d\kappa E_0^2\cos\delta
\left[\cos\delta+\cos(2\omega t-\delta)\right].
\]

There is a steady extension and an oscillation at \(2\omega\), with none at \(\omega\). At \(\omega\tau=0.5\) the \(2\omega\) amplitude is \(\cos\delta=0.894\) of its slow-drive value.

A bias field reveals the two factors separately. Put \(E=E_b+e\cos\omega t\) with \(e\ll E_b\). The terms linear in \(e\) are

\[
d\kappa E_b e\left[\cos\omega t+\cos\delta\cos(\omega t-\delta)\right],
\]

so the complex small-signal piezoelectric coefficient is

\[
d_{\rm eff}=d\kappa E_b\left(1+\frac1{1+i\omega\tau}\right). \tag{11}
\]

Slow drive gives \(2d\kappa E_b\), the derivative of (2). Fast drive gives half of that: the biased imbalance remains, but its oscillation is lost. Direct time integration gave magnitudes of 1.97 at \(\omega\tau=0.2\) and 1.06 at \(\omega\tau=5\), in units of \(d\kappa E_b\). An instantaneous electrostrictive response would keep the factor 2 at both frequencies. The imitation is therefore limited to drive slow compared with wall relaxation.

## A membrane in numbers

Consider a free-standing membrane 500 nm thick, with 100 nm domains, driven by 1 V. The peak field is 20 kV/cm. The rough parameters are \(P_s=26\ \mu{\rm C/cm^2}\), \(Q_{33}=0.11\ {\rm m^4/C^2}\) and relative domain permittivity 170. The relative wall permittivity is chosen as 1000.

In SI units,

\[
d=2(0.11)(170\varepsilon_0)(0.26)=86.1\ {\rm pm/V},
\]

with \(\varepsilon_0\) the vacuum permittivity. The wall law gives \(\kappa=0.00341\) per kV/cm, so at the peak

\[
\xi=0.00341\times20=0.068,\qquad
u=\frac{\xi w}{2}=3.4\ {\rm nm}.
\]

The up fraction rises from 0.500 to 0.534. The free strain is +172 ppm in the up domains and −172 ppm in the down domains, and the wall contribution is

\[
\Delta S_{\rm wall}=0.068\times172\ {\rm ppm}=11.7\ {\rm ppm},
\]

or 5.9 pm over the thickness.

With \(Q_{31}=-0.045\ {\rm m^4/C^2}\) and the rough compliances listed in the numerical output, elastic contact lowers the relative domain permittivity from 170 to 110. By (9), which rests on the quartic energy, the domain term is \(-110/1000=-11\%\) of the wall term, or \(-1.3\) ppm. The total is 10.4 ppm, a thickness change of 5.2 pm. Solving the nonlinear model for both polarizations and the wall fraction gives:

| Field (kV/cm) | Equation (9) (ppm) | Full model (ppm) |
|---:|---:|---:|
| −20 | 10.442 | 10.444 |
| 5 | 0.653 | 0.653 |
| 10 | 2.611 | 2.611 |
| 20 | 10.442 | 10.444 |

The extra digits serve to compare the two calculations; the rough parameters do not justify them as predictions. Higher orders add 0.02% to the quadratic total at 20 kV/cm. The strain is the same for both signs of field. The apparent electrostriction coefficient is \(0.027\ {\rm m^4/C^2}\), about a quarter of the true one. Linear extrapolation puts wall saturation near 290 kV/cm, far above the drive.

At a bias of 10 kV/cm the wall-induced piezoelectric coefficient is 5.9 pm/V for slow drive and 2.9 pm/V for fast drive. An initial imbalance of 0.2 would give a linear coefficient of 17 pm/V, larger than either. Balance of the domains is thus a demanding condition for seeing the quadratic term alone.

These parameters lie in the regime of tetragonal barium titanate at room temperature, but the wall permittivity depends strongly on the sample. The drive is high for a bulk crystal, whose coercive field is roughly of order 1 kV/cm; the example supposes a membrane with much more strongly held walls. The displacement of 3.4 nm is also eight to nine lattice cells, so the linear spring stands for an averaged restoring force, not for motion inside one lattice well. A wall that stayed within half a cell (0.2 nm) at 20 kV/cm would give a relative wall permittivity of at most about 60, below \(\varepsilon_L\), and (9) would then give a net contraction of 0.6 ppm or more. The sign of the example therefore rests on the chosen wall permittivity. Reversibility is also an assumption that may fail. If irreversible motion adds a relative permittivity of 5 per kV/cm of field amplitude, an assumed rough value, it adds \(5\times20=100\) to the wall value of 1000. The peak wall strain then rises by 10%, and hysteresis appears. The quartic energy also understates the domain term for barium titanate. A sixth-order energy with the shape appropriate to that material, and the same \(P_s\) and \(\varepsilon\), changes the domain term from \(-1.3\) to about \(-2.6\) ppm and the total from 10.4 to about 9.1 ppm. Eighth-order energies for the same material give about \(-3.1\) ppm and a total of 8.6 to 8.7 ppm, depending on the coefficient set, so the domain term remains an estimate. Near the membrane faces the misfit stress along \(z\) can relax. For this thickness and domain width, linear elasticity with a uniform field then gives a relative \(\varepsilon_L\) of about 116 instead of 110, or about 117 if the shear compliance is doubled, as it roughly is at fixed field. Complete relaxation, which the faces alone cannot bring about, would restore \(\varepsilon_L=\varepsilon\) and make the domain term \(-17\%\) of the wall term with the quartic energy, but about \(-45\%\) with the sixth-order one. Substrate clamping and 90-degree walls are outside the model.

Two other effects can enter a measurement. Attraction between the electrodes has a strain scale of 0.3 ppm from the normal pressure alone, and about 0.5 ppm if the lateral electrostatic stress on the free membrane is included; this is a few percent of the total. Heating could also matter: with an assumed thermal expansion of 10 ppm/K, warming by 1.2 K would give as much strain as the walls. Along the polar axis of barium titanate, however, \(P_s\) falls on warming, and the resulting contraction can largely cancel or outweigh the ordinary expansion, so even the sign of the thermal strain should be measured. The actual warming is not estimated here. The numerical output lists the remaining values.

## Computed results

```
spontaneous polarization Ps = 26.0 uC/cm2
relative permittivity: domain 170, wall 1000
electrostriction Q33 = 0.110, Q31 = -0.045 m4/C2
compliances s11, s12, s44 = 9.0, -3.0, 9.0 1/TPa
membrane thickness = 500 nm, domain width = 100 nm
peak field E0 = 20.0 kV/cm, voltage = 1.00 V
piezoelectric d33 = 86.10 pm/V, d31 = -35.22 pm/V
kappa = 0.00341 per kV/cm
restoring constant K = 7.635 MJ/m3
wall spring k = 3.054e+14 N/m3
wall pressure 2 Ps E0 = 1.040 MPa
fraction difference xi at E0 = 0.0681
up fraction at E0 = 0.5341
wall displacement at E0 = 3.405 nm
free strain of one domain d33 E0 = 172.20 ppm
wall coefficient d33 kappa = 2.9320e-18 m2/V2
wall strain at E0 = 11.728 ppm
thickness change from walls = 5.864 pm
joined-domain relative permittivity = 109.63
domain quadratic strain at E0 = -1.286 ppm
domain term / wall term = -10.96 percent
total coefficient M = 2.6106e-18 m2/V2
total quadratic strain at E0 = 10.442 ppm
total thickness change = 5.221 pm
field (kV/cm), wall law (ppm), total law (ppm), full model (ppm):
   -20.0   11.7281   10.4424   10.4445
     5.0    0.7330    0.6527    0.6527
    10.0    2.9320    2.6106    2.6107
    20.0   11.7281   10.4424   10.4445
full-model exponent from E0/10 to E0 = 2.0001
higher orders at E0 = 0.02 percent
apparent electrostriction = 0.02705 m4/C2
apparent / true electrostriction = 0.2459
linear saturation estimate 1/kappa = 293.6 kV/cm
linear coefficient for initial xi = 0.2: 17.22 pm/V
bias field = 10.0 kV/cm
wall-induced d, slow drive = 5.864 pm/V
wall-induced d, fast drive = 2.932 pm/V
simulated d/(d33 kappa Eb) at omega tau 0.2 = 1.9709
simulated d/(d33 kappa Eb) at omega tau 5.0 = 1.0561
2-omega amplitude / static value at omega tau 0.5 = 0.8944
mean strain ratio, stiffness 1:1.5, up fraction 0.6 = -0.0000
assumed Rayleigh slope = 5.0 per kV/cm
irreversible addition at peak = 10.0 percent
electrode-attraction strain scale = 0.274 ppm
assumed thermal expansion = 10.0 ppm/K
warming with strain equal to wall strain = 1.17 K
```
